# When Is Electrochemical Atomic-Layer Etching Self-Limiting?

A metal is etched by repeating two steps. Step A, of duration \(t_A\), oxidizes the surface until it carries a saturated oxide layer. Step B, of duration \(t_B\), dissolves that oxide. Neither step is perfect: some oxide dissolves during A, some forms during B, and metal can dissolve directly in both. The problem is to find when the etch per cycle is nevertheless insensitive to the step times.

Let \(\theta\) be the fraction of surface sites covered by oxide. One **load** is the amount of metal contained in a complete oxide layer. In step \(j=A,B\), four constant rates, in \(\mathrm{s^{-1}}\), describe the surface:

- \(k_j\): oxidation of a bare site;
- \(r_j\): dissolution of oxide, which exposes fresh metal;
- \(g_j\): direct dissolution of metal at a bare site, which stays bare;
- \(h_j\): dissolution of metal through the oxide, which stays in place.

Sites are independent, the switching between steps is instantaneous, and oxide is not reduced back to metal. Part (g) estimates the switching times and the effect of reduction; the independence of sites is not tested.

## (a) Find the periodic coverage change

**Question.** After many cycles the coverage repeats. By how much does it rise in step A?

**Solution.** Bare sites are oxidized and covered sites are cleared, so

\[
\dot\theta=k_j(1-\theta)-r_j\theta=\lambda_j(\theta_j^*-\theta),\qquad
\lambda_j=k_j+r_j,\quad \theta_j^*=\frac{k_j}{\lambda_j}.
\]

The coverage relaxes exponentially towards \(\theta_j^*\). Define \(a=e^{-\lambda_At_A}\) and \(b=e^{-\lambda_Bt_B}\). If \(\theta_0\) is the coverage before A and \(\theta_1\) the coverage after it, periodicity requires

\[
\theta_1=\theta_A^*(1-a)+a\theta_0,\qquad
\theta_0=\theta_B^*(1-b)+b\theta_1 .
\]

Substituting each equation into the other gives

\[
(1-ab)\theta_1=\theta_A^*(1-a)+a\theta_B^*(1-b),
\]
\[
(1-ab)\theta_0=\theta_B^*(1-b)+b\theta_A^*(1-a).
\]

Subtract the second from the first. The terms in \(\theta_A^*\) combine to \((1-a)(1-b)\), and those in \(\theta_B^*\) to \(-(1-b)(1-a)\). Therefore

\[
\Delta\theta=\theta_1-\theta_0=(\theta_A^*-\theta_B^*)F,\qquad
F=\frac{(1-a)(1-b)}{1-ab}.
\]

A deviation from the periodic coverage is multiplied by \(a\) in step A and by \(b\) in step B. It therefore shrinks by \(ab\) per cycle, and the periodic state is reached from any initial surface.

## (b) Find the etch per cycle

**Question.** How much metal, in loads, dissolves in one periodic cycle?

**Solution.** The dissolution rate is

\[
\dot N=r_j\theta+g_j(1-\theta)+h_j\theta
=g_j+(r_j+h_j-g_j)\theta .
\]

Metal leaves the lattice at the rate \(k_j(1-\theta)+g_j(1-\theta)+h_j\theta\). This differs from \(\dot N\) by \(\dot\theta\), whose integral over a periodic cycle is zero. Dissolved metal and lattice recession therefore agree cycle by cycle.

To integrate \(\theta\), rewrite its equation as \(\theta=\theta_j^*-\dot\theta/\lambda_j\). The coverage changes by \(+\Delta\theta\) in A and by \(-\Delta\theta\) in B, so

\[
\int_A\theta\,dt=\theta_A^*t_A-\frac{\Delta\theta}{\lambda_A},\qquad
\int_B\theta\,dt=\theta_B^*t_B+\frac{\Delta\theta}{\lambda_B}.
\]

The terms proportional to time contain the stationary dissolution rates

\[
v_j=g_j+(r_j+h_j-g_j)\frac{k_j}{\lambda_j}
=\frac{k_jr_j+g_jr_j+h_jk_j}{\lambda_j}.
\]

The second form follows from \(g_j\lambda_j=g_jk_j+g_jr_j\). Collecting the terms in \(\Delta\theta\) gives

\[
E=v_At_A+v_Bt_B+GF,
\]
\[
G=(\theta_A^*-\theta_B^*)
\left[\frac{r_B+h_B-g_B}{\lambda_B}-\frac{r_A+h_A-g_A}{\lambda_A}\right].
\]

For long steps \(F\to1\), and \(E\) becomes linear in the two times. Extrapolating this linear part to zero for both times gives \(G\), which can thus be measured without knowing the individual rates. For short steps, \(1-a\simeq\lambda_At_A\) and \(1-b\simeq\lambda_Bt_B\), so

\[
F\simeq\frac{\lambda_At_A\,\lambda_Bt_B}{\lambda_At_A+\lambda_Bt_B}.
\]

Scaling both short times together then scales the etch in proportion: there is no self-limitation yet.

## (c) Find the condition for strict saturation

**Question.** Let \(k_A>0\) and \(r_B>0\). Which rates must vanish if \(E\) is to approach a finite limit as both steps are lengthened, and what is that limit?

**Solution.** Both \(v_A\) and \(v_B\) must vanish. Their numerators are sums of non-negative terms, so each term must vanish separately. In A, the terms \(k_Ar_A\) and \(h_Ak_A\) require \(r_A=h_A=0\). In B, the terms \(k_Br_B\) and \(g_Br_B\) require \(k_B=g_B=0\). Hence

\[
r_A=h_A=k_B=g_B=0 .
\]

Then \(\theta_A^*=1\), \(\theta_B^*=0\), \(\lambda_A=k_A\) and \(\lambda_B=r_B\), which gives

\[
E\to G=1+\frac{g_A}{k_A}+\frac{h_B}{r_B}.
\]

The consequence of background dissolution depends on the step in which it occurs. Bare metal may dissolve in step A, because oxidation closes that path after a mean time \(1/k_A\). Metal may dissolve through the oxide in step B, because the oxide disappears after a mean time \(1/r_B\). These processes change the amount removed but not its saturation. A self-limited etch therefore need not remove one load.

## (d) Define and bound the sensitivity with finite leaks

**Question.** With finite leaks, strict saturation is lost. How strongly does \(E\) then depend on each time?

**Solution.** Take \(G>0\). This fails, for example, if \(\theta_A^*>\theta_B^*\) but the square bracket in \(G\) is negative, as can happen when bare metal dissolves quickly in B and the oxide mainly protects it. For \(G>0\), define

\[
s_j=\frac{t_j}{G}\frac{\partial E}{\partial t_j}.
\]

This is the change of etch, relative to \(G\), per small fractional change of time. Differentiating \(F\) gives

\[
\frac{\partial F}{\partial a}
=\frac{-(1-b)(1-ab)+b(1-a)(1-b)}{(1-ab)^2}
=-\frac{(1-b)^2}{(1-ab)^2}.
\]

Since \(\partial a/\partial t_A=-\lambda_Aa\),

\[
\frac{\partial E}{\partial t_A}
=v_A+G\lambda_A a\left(\frac{1-b}{1-ab}\right)^2 .
\]

The expression for B follows by exchanging A with B and \(a\) with \(b\). The bracket is at most one because \(ab\le b\). With

\[
x_j=\lambda_jt_j,\qquad \beta_j=\frac{v_j}{G\lambda_j},
\]

both steps obey

\[
s_j\le S_j,\qquad S_j=\beta_jx_j+x_je^{-x_j}.
\]

Equality is approached when the other step is complete. The first term of \(S_j\) is the leak, and the second is the unfinished surface reaction. Beyond \(x_j=1\), lengthening a step reduces the second only at the cost of increasing the first.

## (e) Derive the self-limiting condition

**Question.** Call a step self-limiting within a tolerance \(\varepsilon<1/e\) if \(s_j\le\varepsilon\) at some \(x_j\ge1\). The restriction excludes very short steps, which are insensitive merely because they do almost nothing. With the other step complete, what value of \(\beta_j\) is allowed? Can both steps meet the tolerance together?

**Solution.** Drop the index and write \(s=\beta x+xe^{-x}\). Then

\[
\frac{ds}{dx}=\beta-(x-1)e^{-x}.
\]

The function \((x-1)e^{-x}\) has derivative \((2-x)e^{-x}\), so its maximum is \(e^{-2}\) at \(x=2\). If \(\beta\ge e^{-2}\), then \(s\) never decreases for \(x\ge1\). It stays at or above \(s(1)=\beta+1/e>\varepsilon\), and the step fails.

If \(0<\beta<e^{-2}\), there are two stationary points. The later one, \(x_+>2\), is a local minimum and satisfies \(\beta=(x_+-1)e^{-x_+}\). Multiplying this equation by \(e\) puts it in Lambert form, so

\[
x_+=1-W_{-1}(-e\beta),
\]

where \(W_{-1}\) is the lower real branch. The minimum value is

\[
s(x_+)=x_+(x_+-1)e^{-x_+}+x_+e^{-x_+}=x_+^2e^{-x_+}.
\]

Since \(s(1)>\varepsilon\), success requires \(x_+^2e^{-x_+}\le\varepsilon\). Let \(x_\varepsilon>2\) solve \(x_\varepsilon^2e^{-x_\varepsilon}=\varepsilon\). This root exists because the left side equals \(4e^{-2}>1/e\) at \(x=2\) and then decreases to zero. Taking the square root gives

\[
-\frac{x_\varepsilon}{2}e^{-x_\varepsilon/2}=-\frac{\sqrt\varepsilon}{2},
\qquad
x_\varepsilon=-2W_{-1}\!\left(-\frac{\sqrt\varepsilon}{2}\right).
\]

The condition is therefore \(x_+\ge x_\varepsilon\). Because \((x-1)e^{-x}\) decreases beyond \(x=2\), this is equivalent to

\[
\boxed{\beta_j=\frac{v_j}{G\lambda_j}\le\beta_\varepsilon
=\frac{\varepsilon(x_\varepsilon-1)}{x_\varepsilon^2}}
\]

For \(\beta=0\) the step also succeeds, since \(xe^{-x}\) falls to zero. The condition is thus necessary and sufficient when the other step is complete.

If both \(\beta_j\) satisfy it, choose \(x_A=x_B=x_\varepsilon\). Then

\[
s_j\le\beta_\varepsilon x_\varepsilon+x_\varepsilon e^{-x_\varepsilon}
=\varepsilon\frac{x_\varepsilon-1}{x_\varepsilon}+\frac{\varepsilon}{x_\varepsilon}
=\varepsilon .
\]

A common recipe therefore exists, even though neither step is fully complete.

The amount removed is controlled as well. Suppose \(S_A,S_B\le\varepsilon\) with \(x_A,x_B\ge1\). Each leak term \(\beta_jx_j\) is then at most \(\varepsilon\), and so are \(a\) and \(b\). Moreover,

\[
1-F=\frac{a+b-2ab}{1-ab}\le a+b,
\]

because \((a+b)(1-ab)-(a+b-2ab)=ab(2-a-b)\ge0\). Since \(E/G-1=\beta_Ax_A+\beta_Bx_B-(1-F)\), it follows that \(|E/G-1|\le2\varepsilon\).

When \(r_A\ll k_A\) and \(k_B\ll r_B\), the criteria reduce to

\[
\frac{r_A(1+g_A/k_A)+h_A}{k_AG}\lesssim\beta_\varepsilon,
\qquad
\frac{k_B(1+h_B/r_B)+g_B}{r_BG}\lesssim\beta_\varepsilon .
\]

The combined leak in each step is thus compared with \(G\) times the rate of the wanted reaction in that step. Through \(G\), the other step also matters.

## (f) Find the potential swing needed in one bath

**Question.** Let both steps use one bath, with \(g_j=h_j=0\) and the same \(r\). Only the potential changes, and \(k_j=re^{\phi_j/w}\), where \(\phi_j\) is measured from the potential at which \(k=r\). What is the least swing \(D=\phi_A-\phi_B>0\) for which both steps satisfy the boxed condition of part (e)?

**Solution.** Here \(r/\lambda_j=1-\theta_j^*\), so the bracket in \(G\) equals \(\theta_A^*-\theta_B^*\). Also \(v_j/\lambda_j=k_jr/\lambda_j^2\). Thus

\[
G=(\theta_A^*-\theta_B^*)^2,\qquad
\frac{v_j}{\lambda_j}=\theta_j^*(1-\theta_j^*).
\]

Let \(c_j=\cosh(\phi_j/2w)\). From \(\theta_j^*=[1+\tanh(\phi_j/2w)]/2\),

\[
\theta_j^*(1-\theta_j^*)=\frac1{4c_j^2},\qquad
\theta_A^*-\theta_B^*=\frac{\sinh(D/2w)}{2c_Ac_B}.
\]

Division gives

\[
\beta_A=\frac{c_B^2}{\sinh^2(D/2w)},\qquad
\beta_B=\frac{c_A^2}{\sinh^2(D/2w)}.
\]

At fixed \(D\), the larger \(\beta_j\) is smallest when the larger of \(|\phi_A|,|\phi_B|\) is smallest. That occurs at \(\phi_A=-\phi_B=D/2\). Using \(\sinh(D/2w)=2\sinh(D/4w)\cosh(D/4w)\), both values become \(1/[4\sinh^2(D/4w)]\). Hence

\[
D_{\min}=4w\,\operatorname{arsinh}\frac1{2\sqrt{\beta_\varepsilon}}
\simeq2w\ln\frac1{\beta_\varepsilon}\quad(\beta_\varepsilon\ll1).
\]

For one-electron Tafel kinetics with transfer coefficient \(1/2\), \(w=2k_BT/e\), with \(k_B\) here Boltzmann's constant. At 298.15 K, \(w=51.4\) mV. A 5% tolerance has \(\beta_\varepsilon=0.00624\), so \(D_{\min}=0.52\) V. The boxed condition is necessary only when the other step is complete. With both steps finite, the least swing differs from \(D_{\min}\) by under 1 mV for \(\varepsilon\le0.2\). For looser tolerances two barely started steps, \(x_A=x_B=1\), pass at a smaller swing (0.25 V instead of 0.31 V at \(\varepsilon=0.3\)), although they are far from saturated.

## (g) Apply the condition to a copper recess etch

**Question.** Let one load be one copper (111) layer, and take \(\varepsilon=5\%\). The rates \((k,r,g,h)\), in \(\mathrm{s^{-1}}\), are \((2,\,0.002,\,0.10,\,0.001)\) in A and \((0.0005,\,1,\,0.003,\,0.02)\) in B. Is the etch self-limiting, and which neglected effects could change the answer?

**Solution.** The relaxation rates are \(\lambda_A=2.002\) and \(\lambda_B=1.0005\ \mathrm{s^{-1}}\). The leaks are \(v_A=0.00310\) and \(v_B=0.00351\) loads/s, and \(G=1.063\) loads. Thus

\[
\beta_A=\frac{0.00310}{1.063\times2.002}\simeq0.0015,\qquad
\beta_B=\frac{0.00351}{1.063\times1.0005}=0.00330 .
\]

Both lie below \(0.00624\), so the model etch is self-limiting within 5%. With the other step complete, the allowed times are 2.3–17 s for A and 5.0–15 s for B.

Choose \(t_A=4.0\) s and \(t_B=7.5\) s. The sensitivities are 1.4% and 2.9%. The leaks contribute \(0.00310\times4.0+0.00351\times7.5=0.039\) load, and the total is \(E=1.101\) loads, 3.6% above \(G\). With a layer thickness of 0.208 nm, the etch is 0.229 nm per cycle. These copper values use a rounded lattice constant of 0.36 nm; 0.3615 nm gives 0.209 nm, 0.230 nm and a load charge about 1% smaller than quoted next. At one electron per atom a load carries about \(0.29\ \mathrm{mC/cm^2}\), so the long-time leak in A corresponds to a current of about \(0.9\ \mathrm{\mu A/cm^2}\), provided no other electrode reaction contributes.

With all other rates fixed, bare-metal corrosion in B may rise to \(g_B=0.0061\ \mathrm{s^{-1}}\). A direct search in the rate equations gave the same limit within 0.3%. At \(g_B=0.010\ \mathrm{s^{-1}}\), \(\beta_B=0.00994\) and the least sensitivity is 7.4%: no choice of \(t_B\ge1/\lambda_B\) meets the tolerance with A complete.

These rates are round assumptions for a copper recess process, not measurements of a particular bath. One assumption that can change the answer is that the oxide stops growing. If it thickens logarithmically from a time well before \(t_A\), consuming an assumed 0.01 nm of metal per e-fold of time, and B removes the extra oxide, the sensitivity of A rises by \(0.01/(0.208\times1.063)=4.5\%\). The total is 5.9% of \(G\), so step A no longer meets the tolerance as defined in part (d). The case is marginal: the extra oxide also raises the etch, and relative to that larger etch the sensitivity can fall just below 5%. Reduction of oxide to metal also matters: at an assumed \(0.10\ \mathrm{s^{-1}}\) in B it lowers the etch by 8.4%, because part of the oxide returns to the lattice. In this example it changes the amount removed but hardly affects the sensitivity to the step times. The 0.52 V swing of part (f) also ignores this reduction, and it assumes that oxide dissolution does not depend on potential. It neglects ohmic drop as well: there \(k_A\approx160\,r\), and for \(r=1\ \mathrm{s^{-1}}\), a copper load and \(5\ \Omega\,\mathrm{cm^2}\), step A lasts about 40 ms and starts with a drop of about 65 mV, more than \(w\).

The remaining estimates follow. A small change in the amount etched does not guarantee a small sensitivity: the slow grain in the first item and bath exchange in the last can break the tolerance. Changes are relative to the recipe etch:

- A grain with \(k_A\) and \(r_B\) halved etches 1.7% more. The larger ratios \(g_A/k_A\) and \(h_B/r_B\) raise \(G\) to 1.126 and slightly outweigh the less complete reactions. This is a near cancellation, not saturation: at the recipe times this grain has sensitivities of 8.1% and 10.8%, outside the tolerance. Its \(\beta_B\) lies almost at the limit, so with the other step complete it allows only \(t_B\approx13.5\)–13.8 s, and \(t_A\) from 4.9 s.
- Warming by 5 K, with 0.5 eV barriers for every rate, multiplies all rates by 1.38 but adds only 1.4%. It acts like lengthening both steps by that factor.
- A 10 s rinse with corrosion at 0.001 loads/s adds 0.9%.
- Dissolved ions accumulate to at most 1.5 mmol/L across a \(50\ \mathrm{\mu m}\) diffusion layer with diffusivity \(10^{-5}\ \mathrm{cm^2/s}\). The bath must be able to hold that amount.
- Double-layer charging takes 0.1 ms for \(5\ \Omega\,\mathrm{cm^2}\) and \(20\ \mathrm{\mu F/cm^2}\), against 500 ms for oxidation, and the peak ohmic drop in A is about 3 mV, so the potential switches almost instantly. The composition does not: if the steps use different baths, diffusion across the \(50\ \mathrm{\mu m}\) layer has a time scale of \((50\ \mathrm{\mu m})^2/(10^{-5}\ \mathrm{cm^2/s})=2.5\) s, and nearly complete exchange takes longer. The old bath must then be rinsed out before the next step begins. Otherwise oxidation and dissolution can overlap, which can add to the etch and make it sensitive to the step times. Longer steps can outlast the overlap, but they also increase the leaks, so a step time within the tolerance may no longer exist.

The boxed condition therefore establishes self-limitation within the model: sites react independently, the oxide truly saturates, reduction is negligible and the steps do not overlap. In a real process, each of these assumptions must be checked separately. The full values are in the numerical output.

## Table of computed values

```
tolerance eps = 5.0 %
step A rates k, r, g, h = 2.0000, 0.0020, 0.1000, 0.0010 1/s
step B rates k, r, g, h = 0.0005, 1.0000, 0.0030, 0.0200 1/s
x_eps = 6.842; beta_eps = 0.00624
plateau existence limit exp(-2) = 0.1353
relaxation rates A, B = 2.0020, 1.0005 1/s
long-time leak rates A, B = 0.00310, 0.00351 loads/s
intercept G = 1.0633 loads
G without harmful leaks = 1.0700 loads
beta A, B = 0.00145, 0.00330
step A allowed time = 2.34 to 17.17 s
step A best time = 4.27 s; least sensitivity = 1.41 %
step B allowed time = 5.01 to 15.15 s
step B best time = 7.60 s; least sensitivity = 2.89 %
recipe times A, B = 4.0, 7.5 s
recipe sensitivities A, B = 1.43, 2.89 %
recipe etch = 1.1011 loads; excess over G = 3.55 %
copper lattice constant, rough input = 0.36 nm
metal layer per load = 0.2078 nm
recipe etch per cycle = 0.2289 nm
surface atom density = 1.782e+15 1/cm2
charge per load, one electron per atom = 285.5 uC/cm2
step A long-time leak current = 0.884 uA/cm2
largest allowed g in step B = 0.00611 1/s
corrosive bath: g = 0.010 1/s; beta B = 0.00994
corrosive bath: least sensitivity = 7.42 %
single bath: temperature = 298.15 K; w = 51.39 mV
single bath: least potential swing = 0.5230 V
log thickening, assumed = 0.010 nm metal per e-fold of time
log thickening adds to sensitivity A = 4.50 %
sensitivity A with thickening = 5.94 %
oxide reduction at 0.10 1/s in B: etch change = -8.37 %
grain with k_A and r_B halved: etch change = 1.68 %
warming by 5 K, all barriers 0.5 eV: rates x 1.378
warming: etch change = 1.41 %
rinse 10 s at 0.001 loads/s: added etch = 0.91 %
diffusion layer = 50 um; diffusivity = 1.0e-05 cm2/s
upper bound on dissolved-ion pile-up = 1.48 mmol/L
cell resistance = 5 ohm cm2; capacitance = 20 uF/cm2
double-layer charging time = 0.10 ms; oxidation time 1/k_A = 500 ms
```
